# Uniqueness of the Self-Consistent Fermi Level from the Charge Variance, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The slope of the charge and the uniqueness of its zero

Defect formation energies do not give the concentrations of charged defects until the Fermi level is known, and the Fermi level is found by asking for zero net charge. Suppose that the net charge, as a function of the Fermi level, could fall, rise and fall again. It could then vanish at several Fermi levels, each with its own electron density and its own defect concentrations. A root finder would return one of them, chosen by its starting interval, and nothing in its answer would reveal the others. The calculation has a definite result only if the charge has a single zero.

### Setting and sign conventions

Atomic units are used in the algebra: $\hbar$, the electron mass and the elementary charge $e$ equal one. Numbers are given in eV and Å. The Fermi level $E_F$ is the chemical potential of the electrons, measured from the valence-band maximum. The temperature $T>0$ is fixed, and $k$ is Boltzmann's constant.

Consider a box of volume $\Omega$ that exchanges electrons and atoms with reservoirs. Its Hamiltonian conserves the number of electrons and of each kind of nucleus, so its eigenstates can be labelled by these numbers. Microstate $i$ has energy $\mathcal E_i$, $N_i$ electrons and $N_{ia}$ nuclei of species $a$, with atomic number $Z_a$. Its charge is

$$\mathcal Q_i=\sum_a Z_aN_{ia}-N_i .$$

With $\nu_a$ the chemical potential of a bare nucleus, the grand-canonical weight is

$$w_i=\exp\left[-\frac{\mathcal E_i-E_FN_i-\sum_a\nu_aN_{ia}}{kT}\right].$$

Replacing $N_i$ by $\sum_aZ_aN_{ia}-\mathcal Q_i$ turns the numerator into

$$\mathcal E_i+E_F\mathcal Q_i-\sum_a\mu_aN_{ia},\qquad \mu_a=\nu_a+Z_aE_F .$$

Here $\mu_a$ is the chemical potential of a neutral atom: one nucleus together with $Z_a$ electrons. These neutral-atom potentials are the ones held fixed when $E_F$ is varied. The sign of $E_F\mathcal Q_i$ follows: a positive charge means that electrons have gone to the reservoir, where each has energy $E_F$, so raising $E_F$ makes positive charge more costly.

One species, the dopant, will need separate treatment. Its number is called $\mathcal M_i$ and its potential $\mu$. The terms of all other species are constants for each microstate and are absorbed in the energy, which is then written $E_i$. Thus

$$w_i=\exp\left[-\frac{E_i+E_F\mathcal Q_i-\mu\mathcal M_i}{kT}\right],\qquad \Xi=\sum_iw_i,\qquad \langle A\rangle=\frac1\Xi\sum_iA_iw_i .$$

The essential assumption is that $E_i$ depends neither on $E_F$ nor on any thermal average. Part 2 shows what can happen when it does.

### Lemma 1: the slope is minus a variance

**Lemma 1.** For a finite set of microstates,

$$\frac{\partial\ln\Xi}{\partial E_F}=-\frac{\langle\mathcal Q\rangle}{kT},\qquad
\frac{\partial\langle\mathcal Q\rangle}{\partial E_F}=-\frac{\langle\mathcal Q^2\rangle-\langle\mathcal Q\rangle^2}{kT}.$$

The slope is strictly negative if at least two microstates differ in charge.

*Proof.* Only the exponent of $w_i$ contains $E_F$, so $\partial w_i/\partial E_F=-\mathcal Q_iw_i/kT$. Summing over $i$ and dividing by $\Xi$ gives the first equation. For the second, the quotient rule gives

$$\frac{\partial}{\partial E_F}\frac{\sum_i\mathcal Q_iw_i}{\Xi}
=\frac{1}{\Xi}\sum_i\mathcal Q_i\left(-\frac{\mathcal Q_i}{kT}\right)w_i
-\frac{\sum_i\mathcal Q_iw_i}{\Xi^2}\left(-\frac1{kT}\sum_j\mathcal Q_jw_j\right).$$

The first term is $-\langle\mathcal Q^2\rangle/kT$ and the second is $+\langle\mathcal Q\rangle^2/kT$. Their sum is minus the variance over $kT$. The variance can also be written as

$$\frac1\Xi\sum_iw_i(\mathcal Q_i-\langle\mathcal Q\rangle)^2 .$$

Every $w_i$ is positive, so this vanishes only if all $\mathcal Q_i$ equal their mean. $\square$

The same differentiation applies to any quantity $A$ whose values $A_i$ do not depend on $E_F$ or $\mu$. Since $\mu\mathcal M_i$ enters the exponent with the opposite sign to $E_F\mathcal Q_i$,

$$\frac{\partial\langle A\rangle}{\partial E_F}=-\frac{\mathrm{Cov}(A,\mathcal Q)}{kT},\qquad
\frac{\partial\langle A\rangle}{\partial\mu}=+\frac{\mathrm{Cov}(A,\mathcal M)}{kT},$$

where $\mathrm{Cov}(A,B)=\langle AB\rangle-\langle A\rangle\langle B\rangle$.

**Remark on interactions.** The proof does not ask how $E_i$ arises. It may contain repulsion and attraction between defects, provided that the ensemble is summed without further approximation. The numerical check tests this on three defects and three orbitals with pair couplings of both signs.

**Remark on the meaning of the variance.** For a crystal, the lemma will be applied to independent defects and carriers, with no electrostatic energy for a net charge. The resulting variance belongs to this reference ensemble and is not the charge fluctuation of a large real sample. In the reference ensemble the typical charge of a region of radius $R$ grows as the square root of its volume, as $R^{3/2}$. A charge $\mathcal Q$ spread evenly over a ball in vacuum has electrostatic energy $3\mathcal Q^2/(5R)$, so this typical charge would cost an energy growing as $R^2$. For large $R$ that far exceeds $kT$, and such fluctuations are suppressed. A dielectric constant changes the prefactor but not this growth. The reference variance is still the correct slope of the charge-neutrality function, because that function is built from the same independent units.

### Lemma 2: variances of independent units add

**Lemma 2.** If the box consists of units $u$ whose states can be chosen independently, and energies, charges and atom numbers are sums over units, then the variance of $\mathcal Q$ is the sum of the variances of the units.

*Proof.* The weight of a joint state is a product of unit weights, so $\Xi=\prod_u\xi_u$ and $\ln\Xi=\sum_u\ln\xi_u$. Differentiating the first equation of Lemma 1 once more and using the second,

$$\frac{\partial^2\ln\Xi}{\partial E_F^2}=-\frac1{kT}\frac{\partial\langle\mathcal Q\rangle}{\partial E_F}=\frac{\mathrm{Var}(\mathcal Q)}{(kT)^2}.$$

The same relation holds for each $\xi_u$. Since the logarithms add, so do their second derivatives. $\square$

**Defect sites.** Let sublattice $s$ have $N_s$ sites per volume. A site is in one of several states $\alpha$: the perfect host, or a defect in some charge state. State $\alpha$ has charge $q_\alpha$, $m_\alpha$ dopant atoms, degeneracy $g_\alpha$ and energy $e_\alpha$ at $E_F=\mu=0$. The host has $q=m=e=0$ and $g=1$. The probability of state $\alpha$ is

$$P_{s\alpha}=\frac{b_\alpha}{\sum_{\beta\in s}b_\beta},\qquad
b_\alpha=g_\alpha\exp\left[-\frac{e_\alpha+q_\alpha E_F-m_\alpha\mu}{kT}\right].$$

The sum in the denominator includes the host, and it expresses site exclusion: one site holds one state. The sites contribute to the variance per volume

$$C_d=\sum_sN_s\left(\langle q^2\rangle_s-\langle q\rangle_s^2\right).$$

**Band states.** A conduction spin-orbital of energy $\varepsilon$ has charge $0$ when empty and $-1$ when filled. The relative weight of the filled state is $e^{-(\varepsilon-E_F)/kT}$, so its probability is

$$f(\varepsilon)=\frac{1}{1+e^{(\varepsilon-E_F)/kT}} .$$

The mean charge is $-f$, the mean squared charge is $f$, and the variance is $f-f^2=f(1-f)$. A valence spin-orbital has charge $0$ when filled and $+1$ when empty. Emptying it costs $E_F-\varepsilon$, so the hole probability is $1/(1+e^{(E_F-\varepsilon)/kT})=1-f$, and the variance is again $f(1-f)$.

For a parabolic band of effective mass $m_b$, the number of states per volume up to an energy $x$ from the edge is two spins times the volume of a sphere in wavevector space, over $(2\pi)^3$:

$$\frac{2}{(2\pi)^3}\,\frac{4\pi\kappa^3}{3}=\frac{\kappa^3}{3\pi^2}=\frac{(2m_bx)^{3/2}}{3\pi^2},\qquad \kappa=\sqrt{2m_bx}.$$

Its derivative is the density of states,

$$g_b(x)=\frac{(2m_b)^{3/2}}{2\pi^2}\sqrt{x} .$$

Here $x=\varepsilon-E_g$ in the conduction band and $x=-\varepsilon$ in the valence band, where $E_g$ is the gap. With $g(\varepsilon)$ the density of states of both bands, the electron density $n$, hole density $p$ and band variance $C_b$ are

$$n=\int_{E_g}^{\infty}g f\,d\varepsilon,\qquad p=\int_{-\infty}^0g(1-f)\,d\varepsilon,\qquad C_b=\int g f(1-f)\,d\varepsilon .$$

The slope may be taken under the integral sign. Indeed $\partial f/\partial E_F=f(1-f)/kT$, and $f(1-f)$ is smaller than both $e^{-(\varepsilon-E_F)/kT}$ and $e^{-(E_F-\varepsilon)/kT}$. On any bounded range of $E_F$ the integrand therefore lies below a fixed integrable function.

### Theorem 1: one neutral Fermi level

The charge-neutrality function is the net charge per volume,

$$Q(E_F)=\sum_sN_s\langle q\rangle_s+p-n+Q_0,$$

where $Q_0$ is the density of any charge that does not respond to $E_F$.

**Theorem 1.** Let $T$, $\mu$, the energies $e_\alpha$ and the band edges be fixed, and let the bands be parabolic. Then

$$\frac{dQ}{dE_F}=-\frac{C}{kT},\qquad C=C_d+C_b>0,$$

and $Q$ has exactly one zero.

*Proof.* Lemma 1 gives the slope contributed by each site and each spin-orbital, and Lemma 2 adds the variances; $Q_0$ has no slope. Each site variance is non-negative, so $C_d\ge0$. At $T>0$, $0<f<1$ at every finite energy, so the integrand of $C_b$ is positive inside both bands and $C_b>0$. Hence $Q$ decreases strictly. Two zeros would require, by the mean value theorem, a point between them with zero slope, and there is none.

It remains to show that a zero exists. The site charge is bounded: its magnitude cannot exceed $\sum_sN_s\max_\alpha|q_\alpha|$. For $E_F>E_g$, every conduction state below $E_F$ has $f\ge1/2$, so

$$n\ge\frac12\,\frac{[2m_c(E_F-E_g)]^{3/2}}{3\pi^2},$$

with $m_c$ the conduction-band mass. This grows without limit. At the same time $p\le e^{-E_F/kT}\int_{-\infty}^0g\,e^{\varepsilon/kT}d\varepsilon$, which tends to zero. Therefore $Q\to-\infty$ as $E_F\to\infty$. Exchanging electrons and holes gives $Q\to+\infty$ as $E_F\to-\infty$. Since $Q$ is continuous, it crosses zero. $\square$

Uniqueness does not need the parabolic form; any band with states at $T>0$ makes $C_b$ positive. Existence does use the unlimited bands. If the bands have finite width, $Q$ has finite limits, and a zero exists when these have opposite signs. A fixed charge larger than all available states can compensate has no neutral solution.

**Error from a residual.** If a numerical solution $E$ leaves a residual $Q(E)$, and $E^*$ is the true zero, the mean value theorem gives

$$|E-E^*|=\frac{kT\,|Q(E)|}{C(\eta)}$$

for some $\eta$ between them. A small residual charge therefore guarantees a small error in the Fermi level only relative to $C/kT$. Where few carriers and few changeable defects are present, the residual must be made correspondingly small.

### The dilute limit

Let $c_\alpha=N_sP_{s\alpha}$ be the density of defect state $\alpha$, and $X_s$ the fraction of sites on sublattice $s$ that are defective. On that sublattice the variance is

$$V_s=\sum_\alpha q_\alpha^2c_\alpha-\frac1{N_s}\Big(\sum_\alpha q_\alpha c_\alpha\Big)^2 .$$

By the Cauchy–Schwarz inequality the squared sum is at most $\big(\sum_\alpha q_\alpha^2c_\alpha\big)N_sX_s$. Hence

$$(1-X_s)\sum_\alpha q_\alpha^2c_\alpha\le V_s\le\sum_\alpha q_\alpha^2c_\alpha .$$

For $X_s\ll1$ the variance is the sum of squared charges times concentrations. A doubly charged defect counts four times as much in the slope as a singly charged one, although only twice as much in the charge.

The dilute formula sets $c_\alpha=N_sb_\alpha$. Its derivative is directly $-\sum_\alpha q_\alpha^2c_\alpha/kT$, because the exponent of $b_\alpha$ contains $-q_\alpha E_F/kT$. The dilute formula therefore has the same monotonic behaviour, even at Fermi levels where its concentrations are too large to be meaningful.

Squares also settle the case of a negative-$U$ defect, whose intermediate charge state is never the most stable. If only the charges $0$ and $+2$ matter, with conditional probabilities $1-y$ and $y$, the variance per defect is $4y-(2y)^2=4y(1-y)$. At its centre, $y=1/2$, the step in its charge has slope $-1/kT$ per defect, four times the $-1/(4kT)$ at the centre of a one-electron level, but it has the same sign. A negative $U$ within one defect does not endanger uniqueness.

## Part 2. Constraints, a worked example and a failure

The following symbols and results are carried over. $Q$ is the net charge per volume in units of $e$, $E_F$ the Fermi level from the valence-band maximum, and $\mu$ the chemical potential of neutral dopant atoms. A site state $\alpha$ has charge $q_\alpha$, dopant number $m_\alpha$, degeneracy $g_\alpha$ and energy $e_\alpha+q_\alpha E_F-m_\alpha\mu$. Electrons and holes have densities $n$ and $p$. At fixed $\mu$ the slope is $dQ/dE_F=-C/kT$, where $C=C_d+C_b$ is the sum of the site and band variances per volume and $C_b>0$. Derivatives of averages with respect to $E_F$ and $\mu$ are covariances with charge and with minus the dopant number, times $-1/kT$.

### Theorem 2: a conserved number of dopant atoms

Suppose that the amount of dopant in the sample is fixed rather than the dopant potential. Then $\mu$ must change with $E_F$, and Theorem 1 does not apply as it stands. For an arbitrary imposed function $\mu(E_F)$ the sign of the slope is in fact not guaranteed. Conservation is a special case in which it is.

Let $M$ be the dopant density, and let $C_{QQ}=C_d+C_b$, $C_{QM}$ and $C_{MM}$ be the variances and covariance per volume of charge and dopant number. Band states contain no dopant atoms, so $C_{QM}$ and $C_{MM}$ come from the sites alone. Each site holds at most one dopant atom.

At a fixed dopant chemical potential, the net charge falls strictly as the Fermi level rises, so there is exactly one neutral Fermi level. It remains to treat a fixed dopant amount and frozen defect totals, to work through an example, and to show how uniqueness can fail when energies depend on the computed averages.
